# Charge Puddles and an Upper Bound on the Averaged Gate Capacitance, part 1

(Sections cited here and not found follow in the second part.)

## The bound, its gap and its conditions

Let a conducting sheet face a flat gate through a uniform oxide of capacitance $C_o$ per unit area, and let the quantum capacitance $q(\mathbf r)$ of the sheet vary from place to place because of charge puddles. If the puddles are much wider than the oxide is thick, and if $q\ge 0$ everywhere, the area-averaged gate capacitance obeys

$$
\langle C\rangle=\left\langle \frac{C_o\,q}{C_o+q}\right\rangle\;\le\;\frac{C_o\,m}{C_o+m},\qquad m=\langle q\rangle>0 ,
$$

where $\langle\cdots\rangle$ is an average over area. The two sides are equal only if $q$ is uniform, apart from regions of zero area. The difference between them is

$$
\frac{C_o m}{C_o+m}-\langle C\rangle=\frac{C_o^2}{(C_o+m)^2}\left\langle\frac{(q-m)^2}{C_o+q}\right\rangle .
$$

Two conditions belong to the statement. The quantum capacitance must be non-negative in every puddle; a positive mean alone does not suffice. And $m$ must be the mean over the puddles actually present at the gate voltage in question, which in general is not the quantum capacitance of a clean sheet at the mean potential; the two coincide when $q$ is linear in the potential over the whole map.

The first step is to find what one puddle contributes. The gate lies at $z=0$, the sheet at $z=t$, and the oxide between them has permittivity $\varepsilon_{ox}$, so that $C_o=\varepsilon_{ox}/t$. The sheet is connected to a grounded contact and is in equilibrium with it, so its electrons have one electrochemical potential throughout. Let $u(\mathbf r)$ be the electrostatic potential of the sheet, with its zero chosen where the sheet is locally neutral. Raising $u$ lowers the electron bands relative to the fixed electrochemical potential and draws electrons in. Let $Q(u)$ be the mobile charge per area, counted positive for electrons, so that the true mobile charge is $-Q$. The quantum capacitance is

$$
q=\frac{dQ}{du}.
$$

The gate voltage $V_g$ is measured from the value at which a clean sheet would be neutral; this absorbs a constant work-function difference.

Suppose that the disorder is a fixed charge $\sigma(\mathbf r)$ per area in the plane of the sheet. Over a wide puddle the field in the oxide is vertical and equal to $(V_g-u)/t$, while the field above the sheet is negligible, there being no second gate. The upward electric displacement is therefore $C_o(V_g-u)$ below the sheet and zero above it. Gauss's law equates the displacement above minus the displacement below to the total sheet charge:

$$
0-C_o(V_g-u)=-Q(u)+\sigma .
$$

Divide by $-C_o$ and define the disorder offset $v=-\sigma/C_o$. Then

$$
V_g-u=\frac{Q(u)}{C_o}+v,
\qquad\text{or}\qquad
V_g-v(\mathbf r)=u+\frac{Q(u)}{C_o}.
$$

A positive fixed charge gives a negative $v$ and acts like a more positive gate, as it should.

The charge on the gate per area is $C_o(V_g-u)=Q-\sigma$. Since $\sigma$ stays fixed when the gate voltage changes, the local gate capacitance is $dQ/dV_g$. Differentiating the charge balance at fixed $v$ gives

$$
1=\left(1+\frac{q}{C_o}\right)\frac{du}{dV_g},
\qquad
\frac{du}{dV_g}=\frac{C_o}{C_o+q},
$$

and hence

$$
C(\mathbf r)=\frac{dQ}{dV_g}=q\,\frac{du}{dV_g}=\frac{C_o\,q}{C_o+q}.
$$

This is the series rule, applied to one puddle. All puddles share the same gate and the same contact, so their charges add. Averaging the charge over area and differentiating gives $\langle C\rangle=\langle C_oq/(C_o+q)\rangle$. The signal must be slow enough for the sheet to charge through its own resistance; otherwise its electrochemical potential would not follow the contact everywhere.

The inequality now follows from the curvature of the series rule. Write

$$
f(q)=\frac{C_oq}{C_o+q}=\frac{C_o(C_o+q)-C_o^2}{C_o+q}=C_o-\frac{C_o^2}{C_o+q},
\qquad
f'(q)=\frac{C_o^2}{(C_o+q)^2}.
$$

Compare $f(q)$ with the tangent drawn at $q=m$. The tangent minus the curve is

$$
\begin{aligned}
D(q)&=f(m)+f'(m)(q-m)-f(q)\\
&=C_o^2\left[\frac1{C_o+q}-\frac1{C_o+m}\right]+\frac{C_o^2(q-m)}{(C_o+m)^2}.
\end{aligned}
$$

The bracket equals $(m-q)/[(C_o+q)(C_o+m)]$. Taking out the common factor,

$$
\begin{aligned}
D(q)&=\frac{C_o^2(q-m)}{C_o+m}\left[\frac1{C_o+m}-\frac1{C_o+q}\right]\\
&=\frac{C_o^2(q-m)^2}{(C_o+m)^2(C_o+q)} .
\end{aligned}
$$

For $q\ge0$ this is non-negative: the curve lies below its tangent. Averaging $D$ over area removes the linear term, because $\langle q-m\rangle=0$, and leaves $\langle D\rangle=f(m)-\langle f(q)\rangle$. This is the gap stated at the start. It vanishes only if $q=m$ almost everywhere, which completes the proof.

The physical reason is that the oxide limits what a highly conducting puddle can add. Start from a uniform sheet, raise $q$ in one region and lower it by the same amount in another of equal area; this leaves $m$ unchanged. Because the slope $f'(q)$ falls as $q$ grows, the region with the larger $q$ gains less capacitance than the region with the smaller $q$ loses.

The gap can be estimated from the variance of $q$. Replacing $C_o+q$ in the denominator by its largest and smallest values gives

$$
\frac{C_o^2\,\mathrm{var}(q)}{(C_o+m)^2(C_o+q_{\max})}
\le f(m)-\langle C\rangle\le
\frac{C_o^2\,\mathrm{var}(q)}{(C_o+m)^2(C_o+q_{\min})}.
$$

When $C_o$ is much larger than every $q$, the gap tends to $\mathrm{var}(q)/C_o$ and both capacitances approach $m$. In the opposite limit, with every $q$ much larger than $C_o$, the denominator $C_o+q$ becomes $q$, and

$$
\left\langle\frac{(q-m)^2}{q}\right\rangle
=m-2m+m^2\left\langle\frac1q\right\rangle ,
$$

so the gap tends to $C_o^2(\langle1/q\rangle-1/m)$. It is then of second order in $C_o$, whereas both capacitances are close to $C_o$. Insulating regions change this. If $q=0$ on a fraction $p$ of the area and is very large on the rest, the average is $(1-p)C_o$ while the series value is close to $C_o$. The gap is then $pC_o$, of first order. These limits keep the map $q(\mathbf r)$ fixed and the puddles wide. If $C_o$ is lowered by thickening the oxide, the puddles must be wider still for the local series rule to hold.

The gap also affects the quantum capacitance inferred from a capacitance measurement. Define an apparent value $q_{app}$ by applying the series rule to the whole device, $\langle C\rangle=f(q_{app})$. Then

$$
C_o-\frac{C_o^2}{C_o+q_{app}}
=C_o-C_o^2\left\langle\frac1{C_o+q}\right\rangle,
$$

and so

$$
C_o+q_{app}=\left\langle\frac1{C_o+q}\right\rangle^{-1}.
$$

The apparent value is a harmonic mean, shifted by $C_o$. Since $f$ increases with $q$ and $f(q_{app})\le f(m)$, it follows that $q_{app}\le m$. It depends on the oxide as well as on the sheet.

Negative quantum capacitance needs separate care. It can arise where interactions make the potential $u$ fall as electrons are added. The algebra for $D(q)$ remains valid, but its sign is that of $C_o+q$. The inequality therefore survives if $q>-C_o$ everywhere, and may fail if some region has $q<-C_o$. Take two equal areas with $q=3C_o$ and $q=-1.5C_o$. The mean is $m=0.75C_o$, which is positive. The local capacitances are

$$
\frac{3}{4}C_o=0.75C_o,
\qquad
\frac{-1.5}{-0.5}C_o=3C_o,
$$

with average $1.875C_o$. The series value from $m$ is $0.75C_o/1.75=0.429C_o$, so the bound fails by a wide margin.

Such a patch need not be unstable. At fixed gate voltage the energy per area, as a function of the patch's mobile charge, is

$$
E(Q)=\int_0^Q u(Q')\,dQ'+\frac{Q^2}{2C_o}-Q(V_g-v).
$$

Setting $dE/dQ=0$ returns the charge balance. The second derivative is

$$
\frac{d^2E}{dQ^2}=\frac1q+\frac1{C_o}=\frac{C_o+q}{C_o\,q}=\frac1{C(\mathbf r)} .
$$

A patch is stable against a change of its total charge when its own gate capacitance is positive. This holds for $q>0$ and also for $q<-C_o$, where the local capacitance exceeds $C_o$. It fails for $-C_o<q<0$. The numerical output heads the two-area case "UNSTABLE PATCH"; by this criterion the heading is wrong, and the patch with $q=-1.5C_o$ is stable as a whole. Two comments in the program make the same mistake: they call the patch with $q=-1.5C_o$ unstable and one with $q=-0.5C_o$ stable, whereas the reverse is true. The capacitances computed there are not affected. Whether charge would redistribute inside such a patch is a further question, which the local series rule doesn't decide. A charge ripple of wavenumber $k$ has stiffness $1/q+1/K(k)$, where $K(k)=\varepsilon_{ox}k\coth(kt)+\varepsilon_{top}k$ replaces $C_o$ and grows with $k$ ($\varepsilon_{top}$ is the permittivity above the sheet). With a strictly local response, a patch of negative $q$ is therefore unstable to ripples short enough that $K>|q|$. For $q=-1.5C_o$, with relative permittivity 16 in the oxide and air above, these are wavelengths below about $5t$. Such a patch can persist only if the nonlocal response of the electrons stiffens these ripples. The useful physical condition for the bound is thus $q\ge0$: the additional range allowed by the algebra is unstable, and patches with $q<-C_o$, which are stable against a change of their total charge, can break the bound.

For $q\ge0$ the restriction to wide puddles can be removed from the upper bound. Let $\phi$ be the electrostatic potential in all space and $w=\partial\phi/\partial V_g$ its response to the gate voltage, with the fixed charge held constant. Then $w=1$ on the gate, and $\nabla\cdot(\varepsilon\nabla w)=0$ in the oxide and in the medium above, whose permittivity is $\varepsilon_{top}$. Take the landscape to be periodic along the sheet, with cell area $A$, and let the field vanish far above. If the sheet still responds locally, its mobile charge changes by $-q\,w_s$ per unit gate voltage, where $w_s$ is $w$ on the sheet. Gauss's law there reads

$$
\varepsilon_{ox}\,\partial_zw\big|_{t^-}-\varepsilon_{top}\,\partial_zw\big|_{t^+}=-q\,w_s .
$$

Consider the functional

$$
F[w]=\frac1A\left[\int\varepsilon|\nabla w|^2\,dV+\int q\,w_s^2\,dS\right].
$$

Change $w$ to $w+\eta$, with $\eta=0$ on the gate. The part of $F$ linear in $\eta$ is $2/A$ times

$$
\int\varepsilon\nabla w\cdot\nabla\eta\,dV+\int q\,w_s\eta\,dS .
$$

Integrate the first term by parts. The side faces cancel by periodicity, the gate contributes nothing because $\eta=0$, and the far boundary contributes nothing because the field vanishes. The two faces of the sheet give

$$
\int\left(\varepsilon_{ox}\partial_zw|_{t^-}-\varepsilon_{top}\partial_zw|_{t^+}\right)\eta\,dS=-\int q\,w_s\eta\,dS ,
$$

so the linear part is zero. The quadratic part is $F[\eta]\ge0$. The true response therefore minimizes $F$.

The minimum value is the gate capacitance. Repeat the integration by parts with $w$ in place of $\eta$. The sheet term again cancels $\int q\,w_s^2\,dS$, but the gate, where $w=1$ and the outward normal points down, now contributes

$$
F[w]=\frac1A\int\left(-\varepsilon_{ox}\,\partial_zw\right)_{z=0}dS=C_{full},
$$

the gate charge per area and per unit gate voltage.

For an upper bound, try a response that is uniform along the sheet: $w$ falls linearly from 1 to $a$ in the oxide and equals $a$ above. Then $F=C_o(1-a)^2+ma^2$. Its derivative vanishes at $a=C_o/(C_o+m)$, where

$$
F=\frac{C_om^2+mC_o^2}{(C_o+m)^2}=\frac{C_om}{C_o+m}.
$$

For a lower bound, take the true $w$ and drop the energy of the lateral fields and of the region above the sheet. At each point of the sheet the Cauchy–Schwarz inequality gives

$$
(1-w_s)^2=\left(\int_0^t\partial_zw\,dz\right)^2\le t\int_0^t(\partial_zw)^2dz ,
$$

so the oxide energy is at least $C_o(1-w_s)^2$. The sum $C_o(1-w_s)^2+q\,w_s^2$ is no smaller than its minimum over $w_s$, which is $C_oq/(C_o+q)$ by the calculation just made with $m$ replaced by $q$. Hence, for one and the same map $q(\mathbf r)$,

$$
\left\langle\frac{C_oq}{C_o+q}\right\rangle\le C_{full}\le\frac{C_om}{C_o+m}.
$$

Lateral fields raise the capacitance of a given map above the wide-puddle value, but not beyond the series value of its mean.

For a sheet that responds locally with $q\ge0$ everywhere, the gate capacitance cannot exceed the series value of the mean quantum capacitance, whatever the width of the puddles. What remains is to see how large the gap is in a worked example, graphene on a thin oxide, and how far neglected effects change the numbers.
